# Elastic Image Energies in Reciprocal Space from Smeared Force Dipoles

A carbon atom in an octahedral site of bcc iron distorts the surrounding lattice, most strongly along one cube axis. In a supercell calculation every cell contains such an atom, and each one sits in the strain field of all the others. The computed energy therefore contains an elastic interaction that an isolated atom lacks. The task is to calculate this interaction and remove it.

The example uses a cubic cell of $4\times4\times4$ bcc unit cells with 128 iron atoms. With lattice parameter $a=0.287$ nm its edge is $L=1.148$ nm and its volume $V=1.513\ \mathrm{nm^3}$. The elastic constants are $C_{11}=230$ GPa and $C_{12}=C_{44}=125$ GPa. The defect is described by its elastic dipole tensor $P=\mathrm{diag}(9,9,17)$ eV. All are rough values for this system.

## The point dipole and its divergence

Let $\mathbf u$ be the displacement and $\mathbf f$ the force density that the defect exerts on a linear elastic medium. Repeated indices are summed. The energy

$$E[\mathbf u]=\tfrac12\int C_{ijkl}\,\partial_ju_i\,\partial_lu_k\,d^3r-\int f_iu_i\,d^3r$$

is stationary when $C_{ijkl}\partial_j\partial_lu_k+f_i=0$. Multiplying this by $u_i$ and integrating by parts shows that the first integral equals $\frac12\int f_iu_i$. The relaxed energy is thus $-\frac12\int f_iu_i$.

A defect exerts no net force, so the leading source is a force dipole,

$$f_i(\mathbf r)=-P_{ij}\,\partial_jg(\mathbf r),\qquad \int g\,d^3r=1 .$$

Integration by parts gives $\int r_jf_i\,d^3r=P_{ij}$, which fixes the sign: positive $P$ pushes outward.

With $f(\mathbf k)=\int f(\mathbf r)e^{-i\mathbf k\cdot\mathbf r}d^3r$, each derivative becomes $i\mathbf k$. Write $\mathbf k=k\mathbf n$ and $K_{ik}(\mathbf n)=C_{ijkl}n_jn_l$. Equilibrium reads $k^2K(\mathbf n)\mathbf u(\mathbf k)=\mathbf f(\mathbf k)$, with $\mathbf f(\mathbf k)=-ik\,g(\mathbf k)P\mathbf n$. The two factors of $k$ from the forces cancel the $k^{-2}$ of the response. Parseval's theorem for one cell then gives

$$E_{\rm per}=-\frac1{2V}\sum_{\mathbf k\ne0}|g(\mathbf k)|^2\,\Phi(\mathbf n),\qquad \Phi(\mathbf n)=(P\mathbf n)\cdot K(\mathbf n)^{-1}(P\mathbf n).$$

The term $\mathbf k=0$ is absent because the total force is zero and because the cell vectors are held fixed, which makes the mean strain zero.

The naive choice is a point dipole, $g(\mathbf k)=1$. Since $\Phi$ depends on direction but not on $k$, the sum then diverges with the number of wavevectors. Cutting it off gives an energy set by the cut-off.

## Smearing, and what must be subtracted

A Gaussian of standard deviation $s$ has $g(\mathbf k)=e^{-k^2s^2/2}$, so the sum acquires the factor $e^{-k^2s^2}$ and converges. Its value is still not the wanted one: in the example it is $-0.74$ eV at $s=0.1L$ and $-17.3$ eV at $s=0.035L$. Most of this is the energy of one smeared dipole in its own field, which an isolated defect has too.

For the isolated dipole the sum becomes an integral, $\frac1V\sum_{\mathbf k}\to\int\frac{d^3k}{(2\pi)^3}$. The angular part gives $4\pi\langle\Phi\rangle$, where $\langle\Phi\rangle$ is the average over directions. The radial part is $\int_0^\infty k^2e^{-k^2s^2}dk=\sqrt\pi/(4s^3)$. Hence

$$E_{\rm iso}=-\frac12\,\frac{4\pi\langle\Phi\rangle}{8\pi^3}\,\frac{\sqrt\pi}{4s^3}=-\frac{\langle\Phi\rangle}{16\pi^{3/2}s^3},\qquad E_{\rm img}(s)=E_{\rm per}-E_{\rm iso}.$$

Here $\langle\Phi\rangle=0.10349\ \mathrm{eV\,nm^3}$, by numerical quadrature over the sphere. At $s=0.04059$ nm the denominator is $89.09\times6.687\times10^{-5}\ \mathrm{nm^3}=5.957\times10^{-3}\ \mathrm{nm^3}$, so $E_{\rm iso}=-17.37$ eV.

The subtraction sets a demand on accuracy. A relative error $\delta$ in $\langle\Phi\rangle$ shifts the difference by $\delta|E_{\rm iso}|$, which grows as $s^{-3}$. At this width an error below 0.01 meV needs $\delta<6\times10^{-7}$. A coarse angular grid can therefore make the result drift as the Gaussian is narrowed, even though the theory is sound.

## What the difference means in real space

Let $G_{ik}(\mathbf r)$ be the static Green tensor, the displacement along $i$ due to a unit point force along $k$. A point dipole produces $u_i=-P_{kl}\partial_lG_{ik}$. A second, equal dipole at $\mathbf R$ has energy $-P_{ij}\partial_ju_i$ in this field, so the pair energy is

$$W(\mathbf R)=P_{ij}P_{kl}\,\partial_j\partial_lG_{ik}(\mathbf R).$$

It falls off as $R^{-3}$. In Fourier form, with both dipoles smeared,

$$W_s(\mathbf R)=-\int\frac{d^3k}{(2\pi)^3}\,e^{-k^2s^2}\,\Phi(\mathbf n)\,e^{i\mathbf k\cdot\mathbf R},\qquad W_s(0)=2E_{\rm iso}.$$

A lattice sum of $R^{-3}$ terms converges only conditionally, so the order of summation has to be stated. Multiply $W_s$ by a smooth spherical cut-off that equals one at the origin, and let its radius grow. By Poisson's formula the sum over lattice vectors equals $1/V$ times the sum, over reciprocal vectors, of the transform of the product. That transform is $-e^{-k^2s^2}\Phi$ averaged over a small sphere-symmetric neighbourhood of each $\mathbf k$. For $\mathbf k\neq0$ the average returns the value itself. At $\mathbf k=0$, where $\Phi$ has no unique value, it returns $-\langle\Phi\rangle$. Therefore

$$\sum_{\mathbf R}W_s(\mathbf R)=-\frac1V\Big[\sum_{\mathbf k\ne0}e^{-k^2s^2}\Phi+\langle\Phi\rangle\Big]=2E_{\rm per}-\frac{\langle\Phi\rangle}{V}.$$

Moving the term $\mathbf R=0$ to the right and halving gives

$$E_{\rm img}=\frac12\sum_{\mathbf R\ne0}W_s(\mathbf R)+\frac{\langle\Phi\rangle}{2V}.$$

The last term equals $\frac12P:\bar\varepsilon$, where $\bar\varepsilon_{ij}=\langle n_j(K^{-1}P\mathbf n)_i\rangle/V$, symmetrized, is the mean strain inside a spherical cluster of dipoles embedded in the infinite medium; the fixed cell lacks this strain. It is not the energy of straining a free cell by $\bar\varepsilon$, because the surrounding medium is deformed as well. It is 34.2 meV here. The reciprocal sum gives a total of 30.0 meV, so the pair sum contributes $-4.2$ meV. The direction dependence of $\Phi$ is considerable: along a cube axis $\Phi=P_{\alpha\alpha}^2/C_{11}$ (no sum), which is 0.056 $\mathrm{eV\,nm^3}$ along $x$ and 0.201 $\mathrm{eV\,nm^3}$ along $z$.

The formula was also evaluated for a skew cell with vectors $L(1,0,0)$, $L(0.2,1.1,0)$, $L(0.1,0.3,1.3)$ and a dipole with diagonal $(9,10,17)$ eV, $P_{12}=1$ eV, $P_{23}=-2$ eV and $P_{13}=0$. The reciprocal sum and the real-space sum, the latter with finite-difference derivatives of $G$, both give 25.35 meV.

## Why a narrow Gaussian converges slowly

One might expect the width to drop out exponentially, once neighbouring Gaussians cease to overlap. The example behaves differently. Energies are in meV; the last column belongs to the filter $F_3$ introduced below.

| $s/L$ | $E_{\rm per}$ | $E_{\rm iso}$ | Gaussian | $F_3$ |
|---|---|---|---|---|
| 0.200 | −63.7 | −96.0 | 32.23 | 24.59 |
| 0.141 | −239.4 | −271.5 | 32.03 | 30.42 |
| 0.100 | −736.7 | −767.8 | 31.08 | 30.00 |
| 0.071 | −2141.1 | −2171.6 | 30.55 | 29.99 |
| 0.050 | −6112.0 | −6142.3 | 30.27 | 29.99 |
| 0.035 | −17342.8 | −17372.9 | 30.13 | 29.99 |

Relative to the limit of 29.99 meV, the Gaussian result is 3.6 % too high at $s=0.1L$ and still 0.5 % too high at the narrowest width. From one row to the next $s^2$ halves, and in the last step the excess falls from 0.289 to 0.146 meV, nearly by half.

The reason lies in the far field. For $\mathbf R\ne0$, insert $e^{-k^2s^2}=1-k^2s^2+\dots$ into $W_s$. A factor $-k^2$ under the integral is a Laplacian outside it, so

$$W_s=W+s^2\nabla^2W+\dots,\qquad E_{\rm img}(s)=E_{\rm img}+As^2+\dots,\qquad A=\frac12\sum_{\mathbf R\ne0}\nabla^2W(\mathbf R).$$

In electrostatics the corresponding Laplacian vanishes outside the charges. In elasticity it need not, and $\nabla^2W$ falls off as $R^{-5}$. Smearing a dipole adds higher multipoles whose fields reach the images. Extrapolating the two narrowest widths gives $A=89.9\ \mathrm{meV/nm^2}$. Half the sum of $\nabla^2W$ over images within $5.5L$, with derivatives by finite differences, gives 90.2 $\mathrm{meV/nm^2}$. Both values carry truncation errors in the last digit; the converged coefficient is 90.0 $\mathrm{meV/nm^2}$.

To see which powers survive, expand $\Phi$ in angular components $\Phi_l=H_l(\mathbf k)/k^l$, where $H_l$ is a harmonic polynomial of degree $l$. Only even $l$ occur, since $\Phi(-\mathbf n)=\Phi(\mathbf n)$. The term of order $s^{2m}$ contains $k^{2m-l}H_l$. If $2m\ge l$, this is a polynomial in the components of $\mathbf k$. Its transform consists of derivatives of a delta function at the origin and vanishes at every image. The $s^2$ term therefore comes from $l\ge4$ alone.

## Flattening the filter

The remedy is to keep the Gaussian decay at large $k$ but to make the filter flatter at small $k$. With $t=k^2s^2$, take

$$F_M(t)=e^{-t}\sum_{m=0}^{M}\frac{t^m}{m!}=1-e^{-t}\sum_{m>M}\frac{t^m}{m!}=1-\frac{t^{M+1}}{(M+1)!}+\dots$$

in place of $e^{-k^2s^2}$. The case $M=0$ is the Gaussian. Since $F_M>0$, it still describes a smeared dipole of unit weight, with $g(\mathbf k)=\sqrt{F_M}$. As $s\to0$ the first error is now of order $s^{2M+2}$. At practical widths the order may not yet show: in the example, between $s=0.1L$ and $0.07L$ the observed exponent is 7.9 for $M=3$ but only about 3.2 for $M=1$ and $M=2$.

The self-energy must be recalculated with the same filter. Differentiating the sum term by term leaves $dF_M/dt=-t^Me^{-t}/M!$. Integrating by parts and using $k^3=t^{3/2}/s^3$,

$$\int_0^\infty k^2F_M\,dk=\frac1{3s^3}\int_0^\infty t^{3/2}\,\frac{t^Me^{-t}}{M!}\,dt=\frac{\Gamma(M+\frac52)}{3\,M!\,s^3},$$

$$E_{\rm iso}^{(M)}=-\frac{\langle\Phi\rangle}{2}\,\frac{\Gamma(M+\frac52)}{6\pi^2M!\,s^3}.$$

For $M=0$, $\Gamma(\frac52)=\frac34\sqrt\pi$ restores the earlier result.

If no component beyond $l=2M+2$ is present, convergence is exponential. The change $W_s-W$ is then the transform of $H_l(1-F_M)/k^l$, and the factor $t^{M+1}$ in $1-F_M$ cancels the denominator. The function has no singularity at any complex $\mathbf k$, so the integration path may be shifted by $i\kappa$ along $\mathbf R$. This produces $e^{-\kappa R}$ from the plane wave and at most $e^{\kappa^2s^2}$ from the filter, apart from powers. With $\kappa=R/(2s^2)$ the product is $e^{-R^2/4s^2}$.

An isotropic medium with Lamé constants $\lambda,\mu$ illustrates this. There $K=\mu\mathbf 1+(\lambda+\mu)\mathbf n\mathbf n$, and inversion gives

$$\Phi=\frac1\mu\left[|P\mathbf n|^2-\frac{\lambda+\mu}{\lambda+2\mu}(\mathbf n\cdot P\mathbf n)^2\right].$$

This is at most quartic in $\mathbf n$, so $l\le4$ and $M=1$ suffices. In a cubic crystal such as the example, with $2C_{44}/(C_{11}-C_{12})=2.4$, $K^{-1}$ is a ratio of polynomials and the expansion does not end at $l=4$. A larger $M$ then reduces the error without making it exponential.

In the table, $F_3$ reaches the limit within 0.05 % at $s=0.1L$. At $s=0.2L$ it is worse than the Gaussian: removing low powers of $s$ improves the result at small widths but guarantees nothing at large ones. For this cell $M=3$ with $s$ between $0.05L$ and $0.1L$ is a sound choice. Stopping at $ks=6.3$, where $F_3$ is below $10^{-12}$, leaves about $\frac{4\pi}3(6.3L/2\pi s)^3\approx4200$ wavevectors at $s=0.1L$, against nearly 100,000 at $0.035L$.

Plain Gaussian data can also be extrapolated. Eliminating $As^2$ from the last two rows gives $2\times30.132-30.275=29.99$ meV.

Agreement between widths shows that the sum and the integral match. It says nothing about whether $P$ or the elastic constants are right, since wrong values of either would give the same agreement.

## Fixed cell or zero stress

The result so far holds for fixed cell vectors. If the cell may relax, a homogeneous strain $\varepsilon$ adds

$$\Delta E(\varepsilon)=\frac V2\,\varepsilon:C:\varepsilon-P:\varepsilon .$$

It does not couple to the periodic displacements, whose strain averages to zero. The minimum lies at $\varepsilon=S:P/V$, with $S=C^{-1}$ the compliance, and the energy there is $-\frac1{2V}P:S:P$. In the example $\varepsilon_{11}=\varepsilon_{22}=-0.012\,\%$ and $\varepsilon_{33}=0.795\,\%$. The release energy is therefore

$$-\tfrac12\,[\,2\times9\times(-0.00012)+17\times0.00795\,]\ \mathrm{eV}\approx-66.5\ \mathrm{meV},$$

or $-66.6$ meV with unrounded strains. The fixed cell lies 30.0 meV ($1.10\times10^{-3}$ Hartree) above the isolated defect, and the stress-free cell 36.6 meV below it. The correction subtracts 30.0 meV in the first case and adds 36.6 meV in the second.

The opposite signs can be understood from $P=p\mathbf 1$ in an isotropic medium. There $\Phi=p^2/C_{11}$ in all directions, so the pair sum vanishes for narrow Gaussians and $E_{\rm img}=p^2/(2VC_{11})$. Release adds $-p^2/(2VB)$, with $B$ the bulk modulus. Since $C_{11}=B+\frac43\mu>B$, the total is negative. A fixed cell hinders the expansion that the defect wants; a free cell gives each defect the dilation caused by the others.

The same $\Delta E$ shows how to find $P$. At $\varepsilon=0$ the mean stress is $\sigma=\frac1V\partial\Delta E/\partial\varepsilon=-P/V$, tension counted positive. The residual stress of the fixed cell, relative to the perfect host, thus gives $P=-V\sigma$ in linear elasticity; in a small cell the strain from the images also changes $P$ slightly. Here 17 eV corresponds to a compression of 1.8 GPa.

## How far the continuum can be trusted

The continuum formula can be compared with a harmonic crystal. Central springs on a bcc lattice, with constant $\frac32aC_{12}$ to the eight nearest neighbours and $\frac12a(C_{11}-C_{12})$ to the six second neighbours, reproduce the chosen elastic constants. This is why $C_{12}$ and $C_{44}$ were set equal. Outward forces on the six atoms around the octahedral site supply $P$, and the linear equations are solved for cells of $N^3$ unit cells.

A fit of $N^{-3}$ and $N^{-5}$ terms to the energies at $N=8,16,32$ gives an $N^{-3}$ coefficient of 1.918 eV. The continuum value is $64\times29.99\ \mathrm{meV}=1.919$ eV. The site has inversion symmetry, so the next corrections to the forces and to the lattice response carry two more powers of $k$. This makes the remainder of order $N^{-5}$; the observed exponent over these sizes is 4.9.

| $N$ | crystal (meV) | continuum (meV) |
|---|---|---|
| 3 | 72.2 | 71.1 |
| 4 | 29.2 | 30.0 |
| 6 | 8.73 | 8.89 |
| 8 | 3.71 | 3.75 |

The crystal column is measured from the large-cell limit, extrapolated from $N=16$ and 32 after subtracting the continuum term. The remainder changes sign between $N=3$ and 4, and $N^5$ times the remainder is $-0.8$ eV at $N=4$, $-1.2$ eV at $N=6$ and $-1.3$ eV at $N=8$, so the small cells, the worked example included, are not yet in the asymptotic regime.

For real carbon in iron the value of $P$ matters: a 5 % increase raises the 30.0 meV by 3.1 meV. Anharmonicity may matter more. The simple estimate $P_{33}/(4\pi C_{11}r^3)$ gives a strain of 0.5 % halfway to an image, but it omits the factor of two from the radial derivative and the equal contribution of the image. The linear elastic field there is a compression of about 1.8 % along the dipole axis. Multiplied by a rough factor of ten, this suggests an effect of the order of 18 %, or 5 meV; it is an order of magnitude, not an upper bound. Lattice discreteness changes the result by $-0.8$ meV in the spring model with all forces on the six nearest atoms. This value depends on where the forces act: moving 20 % of the dipole, at unchanged $P$, to the next shell of atoms (at $1.12a$) makes it $-0.2$ meV, and moving it to the shell after that (at $1.22a$) makes it $-2.1$ meV. Softening $\frac12(C_{11}-C_{12})$ by 10 % at fixed $B$ and $C_{44}$ changes the 30.0 meV by $-0.2$ meV, but other changes of the constants matter more: $C_{11},C_{12},C_{44}=275,150,100$ GPa at the same $P$ give 33.8 meV for the fixed cell and $-21.9$ meV for the stress-free one. The constants should therefore come from the same method as the supercell energy. The images strain the defect by $-0.33\,\%$ along its axis; with a polarizability of $C_{11}$ times the atomic volume, its response adds about $-0.1$ meV.

The spring forces are not a realistic account of the strongly displaced core, so $P$ must represent the far field after full relaxation. The method fails when the nonlinear region around the defect reaches the images. For a charged defect, the electrostatic image energy must be treated separately.
